# Quadrupoles, internal strain and direction-dependent acoustic potentials in silicon, part 1

(Sections cited here and not found follow in the second part.)

## First half: the charge carried by a lattice wave

Silicon is nonpolar: a displaced atom carries no dipole in the long-wave limit. Its site has no inversion centre, however, so the displacement can produce a quadrupole. The problem is to find what this does to the electrostatic potential of a long acoustic wave, and whether a band edge then has one absolute deformation potential.

The crystal is an insulator, treated as static and harmonic. Atom 1 of each cell sits at the origin of the cell and atom 2 at $a(1,1,1)/4$, with $a$ the cubic lattice constant and $\Omega=a^3/4$ the cell volume. Hartree atomic units are used, with energies also in eV. The wave displaces the atom of sublattice $\kappa$ at position $\mathbf r$ by $\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf r}$, where $\mathbf r$ is the atomic site itself. The potential energy of an electron is $V=-\phi$, with $\phi$ the electrostatic potential. Repeated Cartesian indices are summed, except where a sum is written out.

### (a) Multipoles of a displaced atom

**Question.** Express the macroscopic charge of the wave through the moments of the charge produced by displacing one atom. Which moments can contribute in silicon?

**Solution.** Let $f_{\kappa\beta}(\mathbf r)$ be the change of charge density, ions and electrons together, when one atom of sublattice $\kappa$ moves by unit distance along $\beta$. The position $\mathbf r$ is measured from that atom. The change is taken at zero macroscopic electric field: the electrons respond to all fields that vary within a cell, but the average field is held at zero. In an insulator this removes the long-range part of the response, and the Fourier transform of $f$ is then taken to be smooth at small $\mathbf q$.

The wave produces the density

$$\sum_{\mathbf R\kappa}u_{\kappa\beta}\,e^{i\mathbf q\cdot(\mathbf R+\mathbf r_\kappa)}f_{\kappa\beta}(\mathbf r-\mathbf R-\mathbf r_\kappa).$$

To obtain its component at $\mathbf q$, multiply by $e^{-i\mathbf q\cdot\mathbf r}$ and integrate. Shifting the integration variable to the displaced atom gives a factor $e^{-i\mathbf q\cdot(\mathbf R+\mathbf r_\kappa)}$, which cancels the phase of the displacement. Each cell therefore contributes the same charge,

$$\rho=\sum_\kappa u_{\kappa\beta}\int f_{\kappa\beta}(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r,$$

and the macroscopic charge density is $(\rho/\Omega)e^{i\mathbf q\cdot\mathbf r}$. No phase between the sublattices remains, because the displacement was defined with the phase at the atomic site.

Expand the exponential:

$$e^{-i\mathbf q\cdot\mathbf r}=1-iq_\gamma r_\gamma-\tfrac12q_\gamma q_\delta r_\gamma r_\delta+\tfrac i6q_\gamma q_\delta q_\lambda r_\gamma r_\delta r_\lambda+\dots$$

The last coefficient is $(-i)^3/3!=i/6$. With the moments

$$Z_{\kappa,\gamma\beta}=\int f_{\kappa\beta}r_\gamma,\quad Q_{\kappa\beta,\gamma\delta}=\int f_{\kappa\beta}r_\gamma r_\delta,\quad O_{\kappa\beta,\gamma\delta\lambda}=\int f_{\kappa\beta}r_\gamma r_\delta r_\lambda,$$

the charge per cell is

$$\rho=\sum_\kappa u_{\kappa\beta}\Big[-iq_\gamma Z_{\kappa,\gamma\beta}-\tfrac12q_\gamma q_\delta Q_{\kappa\beta,\gamma\delta}+\tfrac i6q_\gamma q_\delta q_\lambda O_{\kappa\beta,\gamma\delta\lambda}+\dots\Big].$$

The term without $\mathbf q$ is zero because moving an atom creates no net charge. The three moments shown are the Born charge, the dynamical quadrupole and the dynamical octupole.

The Born charges vanish in silicon for three reasons taken together. The tetrahedral site makes each tensor isotropic, $Z_{\kappa,\gamma\beta}=Z_\kappa\delta_{\gamma\beta}$. Inversion about a bond centre exchanges the atoms, so $Z_1=Z_2$. Finally, a rigid translation of a neutral crystal produces no polarization, so $Z_1+Z_2=0$. Hence both are zero, and the expansion starts with the quadrupole.

### (b) From charge to screened potential

**Question.** The charge in (a) was found at zero macroscopic field. What potential does it produce once the electrons are allowed to respond to that field? How does each multipole scale with $q$?

**Solution.** Let the macroscopic potential energy be $Ve^{i\mathbf q\cdot\mathbf r}$. Since $\phi=-V$, the electric field is

$$\mathbf E=-i\mathbf q\phi=i\mathbf qV.$$

The electrons answer with polarization $\mathbf P=(\varepsilon-1)\mathbf E/4\pi$. The dielectric constant $\varepsilon$ is a scalar because the crystal is cubic; it includes the electronic response at fixed ions. The corresponding charge density is

$$-i\mathbf q\cdot\mathbf P=-i\mathbf q\cdot(i\mathbf q)\frac{\varepsilon-1}{4\pi}V=\frac{\varepsilon-1}{4\pi}q^2V.$$

The sign is as expected: where $V$ is positive, electrons are expelled and positive charge is left behind.

Poisson's equation reads $q^2\phi=4\pi$ times the total charge density. With $\phi=-V$,

$$-q^2V=4\pi\frac{\rho}{\Omega}+(\varepsilon-1)q^2V.$$

Collecting the terms in $V$ gives $-\varepsilon q^2V=4\pi\rho/\Omega$, or

$$V=-\frac{4\pi}{\Omega\varepsilon}\,\frac{\rho}{q^2}.$$

Corrections to $\varepsilon$ are of relative order $q^2$ in this inversion-symmetric crystal and are dropped.

A charge of order $q^n$ thus gives a potential of order $q^{n-2}$. For displacements whose amplitudes do not themselves depend on $q$, a Born charge gives $V\sim q^{-1}$, a quadrupole gives $V\sim q^0$, and an octupole gives $V\sim q$.

An acoustic deformation potential describes an energy shift proportional to strain. The strain of a wave of amplitude $u$ is of order $qu$, so this shift is also of order $q$. A single displaced sublattice would therefore have a quadrupole potential one order larger than the deformation potential. An acoustic wave moves both sublattices, and their contributions have to be added before the orders are compared.

### (c) The quadrupole of the silicon sites

**Question.** Find the form of the quadrupole tensor. What is the quadrupole charge when both atoms move together, and when they move relative to each other?

**Solution.** The site of either atom has twofold rotation axes along $x$, $y$ and $z$. The rotation about $x$ reverses $y$ and $z$. A component of $Q_{\kappa\beta,\gamma\delta}$ survives it if the total number of $y$ and $z$ indices is even. The other two axes give the same condition for the pairs $(z,x)$ and $(x,y)$. The numbers of $x$, $y$ and $z$ indices must therefore all have the same parity.

There are three indices in total. Three even numbers cannot add up to three, so all three numbers are odd, and each must be one. The surviving components have $\beta,\gamma,\delta$ all different. The threefold axis along $[111]$ and the mirror that exchanges $x$ and $y$ make them equal:

$$Q_{\kappa\beta,\gamma\delta}=Q_\kappa|\epsilon_{\beta\gamma\delta}|,$$

where $|\epsilon_{\beta\gamma\delta}|$ is one when the indices are all different and zero otherwise.

Inversion about a bond centre exchanges the atoms. It reverses the displacement and both position factors in the moment, giving $(-1)^3=-1$. Hence $Q_1=-Q_2$. Let $Q$ denote the value for atom 2.

Now write the displacements as $\mathbf u_1=\mathbf u-\mathbf w/2$ and $\mathbf u_2=\mathbf u+\mathbf w/2$. The common part $\mathbf u$ is multiplied by $Q_1+Q_2=0$. A rigid acoustic displacement has no quadrupole charge, whatever the direction of $\mathbf q$. The relative part is multiplied by

$$-\tfrac12Q_1+\tfrac12Q_2=Q.$$

For $\beta=x$, the sum $q_\gamma q_\delta|\epsilon_{x\gamma\delta}|$ contains $q_yq_z$ and $q_zq_y$, so it equals $2q_yq_z$. The factor 2 cancels the $\tfrac12$ of the expansion, and

$$\rho_Q=-Q\,(q_yq_zw_x+q_zq_xw_y+q_xq_yw_z).$$

For an optical wave $\mathbf w$ stays finite as $q\to0$. Part (b) then gives

$$V_{\rm opt}=\frac{4\pi Q}{\Omega\varepsilon}(\hat q_y\hat q_zw_x+\hat q_z\hat q_xw_y+\hat q_x\hat q_yw_z),$$

with $\hat{\mathbf q}=\mathbf q/q$. This potential has a finite limit that depends on the direction of approach to $\mathbf q=0$.

For an acoustic wave the leading quadrupole term has cancelled. The original comparison between a quadrupole and an acoustic deformation potential can be meaningful if the wave itself produces a relative displacement of order $qu$. In that case $\rho_Q$ is of order $q^3u$ and its potential is of order $qu$. The octupole of the common displacement has this order too and cannot be discarded.

### (d) The octupole of the common displacement

**Question.** Use cubic symmetry to reduce the charge of a wave in which both atoms follow $\mathbf u$. How many constants does it contain, and which part depends on direction?

**Solution.** With the ions clamped to the common displacement, the relevant tensor is $O_{\beta,\gamma\delta\lambda}=\sum_\kappa O_{\kappa\beta,\gamma\delta\lambda}$. It is symmetric in its last three indices.

The twofold axes again require equal parity for the numbers of $x$, $y$ and $z$ indices. Now there are four indices, and three odd numbers have an odd sum, so all three numbers must be even. The independent components are

$$O_L=O_{x,xxx},\qquad O_T=O_{x,xyy},$$

and cubic symmetry gives the others. For displacement along $x$, the index set $(x,y,y)$ has three orderings, and so has $(x,z,z)$. Thus

$$q_\gamma q_\delta q_\lambda O_{x,\gamma\delta\lambda}=O_Lq_x^3+3O_Tq_x(q_y^2+q_z^2).$$

Replace $q_y^2+q_z^2$ by $q^2-q_x^2$:

$$q_\gamma q_\delta q_\lambda O_{x,\gamma\delta\lambda}=3O_Tq^2q_x+(O_L-3O_T)q_x^3.$$

Multiply by $(i/6)u_x$ and add the corresponding terms for $y$ and $z$. The clamped-ion charge is

$$\rho_{\rm cl}=iq^3\Big[t_0\,\hat{\mathbf q}\cdot\mathbf u+t_1\sum_\beta\hat q_\beta^3u_\beta\Big],$$

with

$$t_0=\frac{O_T}{2},\qquad t_1=\frac{O_L-3O_T}{6}.$$

After division by $q^2$, the first term gives a potential proportional to $i\mathbf q\cdot\mathbf u$, the trace of the strain. It is a polynomial in the components of $\mathbf q$. The second gives $i\sum_\beta q_\beta^3u_\beta/q^2$, which is of the same order but is not a polynomial. It has no unique linear expansion at $\mathbf q=0$.

The two constants differ in another respect. Suppose a neutral spherical charge cloud $s(r)$ is attached to each ion and moved rigidly with it. Its transform starts as $-(q^2/6)\int s\,r^2d^3r$. Displacing the cloud multiplies this by $-i\mathbf q\cdot\mathbf u$, so the added charge per ion is

$$\frac i6q^3(\hat{\mathbf q}\cdot\mathbf u)\int s\,r^2d^3r.$$

A cell holds two such clouds. This charge changes $t_0$ and leaves $t_1$ alone. The value of $t_0$ therefore depends on how a spherical ionic core is represented. If a cloud is moved from the short-range potential into the macroscopic charge, the electrons at zero macroscopic field no longer respond to its average potential, and $t_0$ changes by $\varepsilon$ times the charge of the clouds. Counting the Gaussian ions of part (h) as point charges, for which the two clouds give $-3.3\ e\,\mathrm{bohr}^2$, shifts $t_0$ by about $-35\ e\,\mathrm{bohr}^2$. It acquires a physical meaning when combined with the short-range potential of the same core.

For a longitudinal wave, $\mathbf u=u\hat{\mathbf q}$, the clamped charge becomes

$$\rho_{\rm cl}=iq^3u(t_0+t_1S),\qquad S=\sum_\beta\hat q_\beta^4.$$

The values of $S$ are $1$ along $[100]$, $1/2$ along $[110]$ and $1/3$ along $[111]$. For example, along $[110]$ each of two components has $\hat q_\beta^4=(1/\sqrt2)^4=1/4$.

This angular law can be tested in a first-principles calculation of silicon, whose level of theory is described in part (h). The constants found from $[100]$ and $[111]$ are $t_0=-58.78$ and $t_1=-1.07\ e\,\mathrm{bohr}^2$. They predict

$$t_0+\tfrac12t_1=-58.78-0.53=-59.31\ e\,\mathrm{bohr}^2$$

along $[110]$; the unrounded inputs give $-59.32$. The directly computed value is $-59.22$. The difference of $0.1\ e\,\mathrm{bohr}^2$ is small on the scale of the quadrupole term found below, but it is about a tenth of $t_1$.

A second test uses a transverse wave with $\hat{\mathbf q}=(2,1,0)/\sqrt5$ and $\hat{\mathbf u}=(1,-2,0)/\sqrt5$. These vectors are perpendicular, so $t_0$ drops out. The remaining factor is

$$\sum_\beta\hat q_\beta^3\hat u_\beta=\frac{2^3\cdot1+1^3\cdot(-2)}{25}=0.24.$$

This test was made on a smaller set of 256 k points, where $t_1=3.86\ e\,\mathrm{bohr}^2$. The prediction is $0.24\times3.86=0.93$, and the computed value is also $0.93\ e\,\mathrm{bohr}^2$. The angular form holds on that mesh by symmetry even though the constant $t_1$ is not converged there.

## Second half: internal strain and the absolute potential

The first half supplies the following results. A macroscopic charge $\rho$ per cell gives $V=-4\pi\rho/(\Omega\varepsilon q^2)$ for an electron. The vector $\mathbf w$ is the displacement of atom 2 relative to atom 1 beyond the smooth wave, and $Q$ is the quadrupole constant of atom 2. Then

$$\rho_Q=-Q(q_yq_zw_x+q_zq_xw_y+q_xq_yw_z),$$

$$\rho_{\rm cl}=iq^3\Big[t_0\hat{\mathbf q}\cdot\mathbf u+t_1\sum_\beta\hat q_\beta^3u_\beta\Big].$$

For longitudinal waves $S=\sum_\beta\hat q_\beta^4$.

### (e) The relative displacement produced by strain

**Question.** Find $\mathbf w$ for a long acoustic wave. Why may the inertia of the atoms be neglected at this order?

**Solution.** Over a distance much shorter than the wavelength, the wave looks like a uniform strain and a rotation. A rotation by itself produces no internal force. The local strain amplitude is

$$\varepsilon_{\gamma\delta}=\frac i2(q_\gamma u_\delta+q_\delta u_\gamma).$$

A force vector linear in this symmetric tensor has three indices in its coefficient. The parity argument of part (c) applies, so $\varepsilon_{xy}$ produces a force along $z$, and cyclically.

Let $E$ be the energy per cell. Its derivative with respect to the $z$ displacement of atom 1 is

$$\frac{\partial E}{\partial u_{1z}}=C_{12}w_z+G\varepsilon_{xy}.$$

Here $C_{12}$ is the force constant between sublattices 1 and 2 for displacements along $z$, and $G$ is the internal-strain coupling. The common displacement does not appear because a rigid translation gives no force. In equilibrium the derivative is zero:

$$w_z=-\frac{G}{C_{12}}\varepsilon_{xy}.$$

Define a dimensionless parameter $\zeta$ by

$$w_z=-\zeta\frac a2\varepsilon_{xy},\qquad\zeta=\frac{2G}{aC_{12}},$$

and cyclically for $w_x$ and $w_y$.

The inertial force on an atom is its mass times $\omega^2u$. For an acoustic wave $\omega^2\sim q^2$, so this force is of order $q^2u$. The internal-strain force is of order $qu$ and dominates at long wavelength. The macroscopic field does not change the balance at this order either, because the Born charges are zero.

The parameter $\zeta$ has a geometrical meaning. The bond $\mathbf b=(a/4)(1,1,1)$ keeps its length to first order if $\mathbf b\cdot(\varepsilon\mathbf b+\mathbf w)=0$. For pure shear $\varepsilon_{xy}$ this condition is

$$2\Big(\frac a4\Big)^2\varepsilon_{xy}+\frac a4w_z=0,$$

so $w_z=-(a/2)\varepsilon_{xy}$ and $\zeta=1$. For the other three bonds the product of the $x$ and $y$ components has the same sign as the $z$ component, so the same condition holds. Thus $\zeta=1$ preserves all four bond lengths, while $\zeta=0$ means that the atoms follow the uniform strain.

For silicon the calculation gives $C_{12}=-0.2009$ Ha/bohr² and $G=-0.4530$ Ha/bohr. The lattice constant is 0.5429 nm, or 10.26 bohr. Hence

$$\zeta=\frac{2(-0.4530)}{10.26(-0.2009)}=0.44.$$

The two force responses were tested against static distortions. A finite displacement gives $C_{12}=-0.2013$ Ha/bohr², and a finite homogeneous shear gives $G=-0.4445$ Ha/bohr. Relative to the static values, the differences are 0.2% and 1.9%.

The quadrupole charge of a common displacement cancels between the two atoms, leaving an octupole charge of order $q^3u$, while shear strain produces a relative displacement of order $qu$. It remains to insert that displacement in the quadrupole charge, to see whether the octupole cancels the result, and to find what this means for an absolute deformation potential.
